# Potential step from a displaced atomic plane near a metal-semiconductor contact: a numerical check

```python
# Result under test: moving one atomic plane by u along its normal shifts the
# potential across it by  dV = e Z N u / (eps0 eps_inf).
#   Z: Born charge (zero macroscopic field), N: atoms per area in the plane,
#   eps_inf: electronic relative permittivity, other nuclei fixed, D unchanged.
# The law is tested on a self-consistent quantum model of alternating cation
# and anion planes. Step, permittivity and Born charge are found separately.
# Lengths in nm, potentials in V, electron energies in eV, charges in e.
import numpy as np
from scipy import constants as sc
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import i0, i1, k0, k1

# ---------- given data and direct evaluation ----------
born_charge = 2.0
density_cm2 = 6.26e14
eps_inf = 10.9
shift_nm = 0.01
density = density_cm2 * 1e-14                       # nm^-2
e_over_eps0 = sc.e / sc.epsilon_0 * 1e9             # V nm
sheet_field = e_over_eps0 * density                 # V/nm for one e per atom
bare_step = sheet_field * born_charge * shift_nm
step_volt = bare_step / eps_inf
hartree_ev = sc.physical_constants["Hartree energy in eV"][0]
assert round(step_volt, 2) == 0.21

# zinc-blende (001): two atoms per a^2 in each plane, planes a/4 apart
lattice = np.sqrt(2 / density)
spacing = lattice / 4
period = 2 * spacing

# ---------- quantum model of the stack ----------
half_offset = 3.5        # eV, bare cation level +, anion level -
hop_ref = 1.5            # eV, hopping at the undisturbed spacing


def hopping(length):
    return hop_ref * (spacing / length) ** 2


# Infinite crystal: anion at 0, cation at x, zero macroscopic field.
k_grid = 2 * np.pi * np.arange(2000) / 2000


def bulk_bands(x, cation_charge):
    """Occupied vectors and cation-anion potential difference."""
    dphi = sheet_field * cation_charge * x * (period - x) / period
    h = np.zeros((len(k_grid), 2, 2), complex)
    h[:, 0, 0] = -half_offset
    h[:, 1, 1] = half_offset - dphi
    h[:, 0, 1] = -(hopping(x) + hopping(period - x) * np.exp(-1j * k_grid))
    h[:, 1, 0] = h[:, 0, 1].conj()
    return np.linalg.eigh(h)[1][:, :, 0], dphi


def bulk_solution(x):
    """Self-consistent static cation charge, dipole per cell, potential."""
    def mismatch(q):
        vec = bulk_bands(x, q)[0]
        return 1 - 2 * np.mean(abs(vec[:, 1]) ** 2) - q
    q = brentq(mismatch, 0.0, 1.0, xtol=1e-13)
    vec, dphi = bulk_bands(x, q)
    overlap = np.sum(vec.conj() * np.roll(vec, -1, axis=0), axis=1)
    cell_centre = -np.angle(np.prod(overlap)) / (2 * np.pi)
    n_cation = np.mean(abs(vec[:, 1]) ** 2)         # per spin
    electron_centre = period * cell_centre + x * n_cation
    return q, x - 2 * electron_centre, dphi         # both cores have charge 1


small = 0.0005
model_static, _, bulk_dphi = bulk_solution(spacing)
model_born = (bulk_solution(spacing + small)[1]
              - bulk_solution(spacing - small)[1]) / (2 * small)

# Finite slab, cation planes at both ends. Its surplus core charge is balanced
# by two equal electrodes outside, whose fields cancel inside the slab.
planes = 81
centre = planes // 2
is_cation = np.arange(planes) % 2 == 0
z_ref = (np.arange(planes) - centre) * spacing


def slab_potential(displacement, field=0.0):
    """Self-consistent potential at the planes, by damped Newton steps."""
    z = z_ref + displacement
    coulomb = -0.5 * sheet_field * abs(z[:, None] - z[None, :])
    bond = -hopping(np.diff(z))
    h0 = np.diag(np.where(is_cation, half_offset, -half_offset))
    h0 = h0 + np.diag(bond, 1) + np.diag(bond, -1)
    n_occ = (planes - 1) // 2

    def residual(phi):
        energy, vec = np.linalg.eigh(h0 - np.diag(phi))
        electrons = 2 * np.sum(vec[:, :n_occ] ** 2, axis=1)
        r = coulomb @ (1 - electrons) - field * z - phi
        return r - r.mean(), energy, vec

    phi = np.where(is_cation, bulk_dphi, 0.0)
    r, energy, vec = residual(phi)
    for _ in range(60):
        if np.max(abs(r)) < 1e-9:
            return phi
        pair = (vec[:, :n_occ, None] * vec[:, None, n_occ:]).reshape(planes, -1)
        gap = (energy[:n_occ, None] - energy[None, n_occ:]).ravel()
        response = 4 * (pair / gap) @ pair.T
        move = np.linalg.solve(np.eye(planes) - coulomb @ response, r)
        scale = 1.0
        while True:
            trial = residual(phi + scale * move)
            if np.linalg.norm(trial[0]) < np.linalg.norm(r) or scale < 1e-4:
                break
            scale /= 2
        phi = phi + scale * move
        r, energy, vec = trial
    raise AssertionError("slab calculation did not converge")


def slab_step(moves, left=20, right=60):
    """Odd part of the potential step for displacements {plane: nm}."""
    d = np.zeros(planes)
    for index, value in moves.items():
        d[index] = value
    change = (slab_potential(d) - slab_potential(-d)) / 2
    return change[right] - change[left], change


# permittivity of the model from an applied field, no plane moved
applied = 0.01
none = np.zeros(planes)
response_phi = (slab_potential(none, applied) - slab_potential(none, -applied)) / 2
inner = np.arange(20, 61, 2)
inner_field = -np.polyfit(z_ref[inner], response_phi[inner], 1)[0]
model_eps = applied / inner_field

# the law against the directly measured step
measured, profile = slab_step({centre: small})
predicted = sheet_field * model_born * small / model_eps
assert model_eps > 1.5
assert abs(measured / predicted - 1) < 2e-3
# the static charge in place of the Born charge must fail
static_guess = sheet_field * model_static * small / model_eps
assert abs(static_guess / measured - 1) > 0.2
# flat potential on either side: the effect is a step, not a field
assert abs(profile[60] - profile[54]) < 1e-3 * abs(measured)
assert abs(profile[20] - profile[26]) < 1e-3 * abs(measured)
# cation and anion planes moving together leave no step
joint, _ = slab_step({centre: small, centre + 1: small})
assert abs(joint / measured) < 2e-3
# both neighbours following by a quarter halve the step
follow, _ = slab_step({centre: small, centre - 1: small / 4, centre + 1: small / 4})
follow_fraction = follow / measured
assert abs(follow_fraction - 0.5) < 2e-3
# size of nonlinearity at the full displacement
large, _ = slab_step({centre: shift_nm})
nonlinear_percent = 100 * (large / (measured * shift_nm / small) - 1)

# ---------- screening by metal-induced gap states ----------
gap_states_cm2 = 5e14      # per eV and cm^2, rough
decay = 0.3                # nm, rough
strength = e_over_eps0 * gap_states_cm2 * 1e-14 * decay / eps_inf


def surviving_fraction(depth):
    s0 = 2 * np.sqrt(strength)
    s = s0 * np.exp(-depth / (2 * decay))
    return s * (k1(s) + k0(s0) * i1(s) / i0(s0))


def surviving_numeric(face, h=0.001, count=6000):
    """Finite differences: unit jump on a cell face, potential 0 at metal."""
    zz = h * np.arange(1, count + 1)
    kappa = strength / decay ** 2 * np.exp(-zz / decay)
    band = np.zeros((3, count))
    band[0, 1:] = 1 / h
    band[2, :-1] = 1 / h
    band[1] = -2 / h - h * kappa
    band[1, -1] = -1 / h - h * kappa[-1] / 2
    rhs = np.zeros(count)
    if face > 0:
        rhs[face - 1] = 1 / h
    rhs[face] = -1 / h
    return solve_banded((1, 1), band, rhs)[-1]


for face in (0, 300, 600, 1200):
    exact = surviving_fraction((face + 0.5) * 0.001)
    assert abs(surviving_numeric(face) / exact - 1) < 1e-3
assert abs(surviving_fraction(0.0) * i0(2 * np.sqrt(strength)) - 1) < 1e-10

# ---------- change of the depletion field ----------
doping_cm3 = 1e17
bending = 0.7
eps_static = 12.9


def depletion_field(volts):                         # V/nm
    return np.sqrt(2 * sc.e * doping_cm3 * 1e6 * volts
                   / (sc.epsilon_0 * eps_static)) * 1e-9


depletion_width = 2 * bending / depletion_field(bending)
depletion_loss = depletion_field(bending + step_volt) - depletion_field(bending)

# ---------- printed numbers ----------
print(f"Born charge, given: {born_charge:.1f} e")
print(f"Plane density, given: {density_cm2:.3e} cm^-2")
print(f"Optical permittivity, given: {eps_inf:.1f}")
print(f"Plane displacement, given: {shift_nm:.3f} nm")
print(f"e/eps0: {e_over_eps0:.4f} V nm")
print(f"Lattice constant from density: {lattice:.4f} nm")
print(f"Plane spacing: {spacing:.4f} nm")
print(f"Displacement / spacing: {100 * shift_nm / spacing:.2f} %")
print(f"Unscreened step: {bare_step:.4f} V")
print(f"SCREENED STEP: {step_volt:.4f} V")
print(f"Electron energy shift: {step_volt / hartree_ev:.5f} hartree")
print("-- quantum model of the stack (not GaAs) --")
print(f"Model bare level offset, half: {half_offset:.2f} eV")
print(f"Model hopping: {hop_ref:.2f} eV")
print(f"Model number of planes: {planes}")
print(f"Model test displacement: {small:.4f} nm")
print(f"Model static cation charge: {model_static:.4f} e")
print(f"Model Born charge (Berry phase): {model_born:.4f} e")
print(f"Model permittivity (applied field): {model_eps:.4f}")
print(f"Model step, measured: {1000 * measured:.4f} mV")
print(f"Model step, from the law: {1000 * predicted:.4f} mV")
print(f"Model step, static charge used: {1000 * static_guess:.4f} mV")
print(f"Joint cation-anion motion, step ratio: {abs(joint / measured):.1e}")
print(f"Neighbours follow by 1/4, step ratio: {follow_fraction:.4f}")
print(f"Model nonlinearity at 0.01 nm: {nonlinear_percent:.2f} %")
print("-- neglected effects for the example --")
print(f"Step if neighbours follow by 1/4: {follow_fraction * step_volt:.4f} V")
print(f"Gap states, rough: {gap_states_cm2:.1e} cm^-2 eV^-1")
print(f"Gap-state decay length, rough: {decay:.2f} nm")
print(f"Gap-state screening strength K: {strength:.3f}")
for depth in (0.0, 0.3, 0.6, 1.2):
    part = surviving_fraction(depth)
    print(f"Depth {depth:.1f} nm: fraction {part:.3f}, step {part * step_volt:.4f} V")
print(f"Doping, rough: {doping_cm3:.1e} cm^-3")
print(f"Band bending, rough: {bending:.2f} V")
print(f"Static permittivity, rough: {eps_static:.1f}")
print(f"Depletion width: {depletion_width:.1f} nm")
print(f"Depletion-field change over 1 nm: {1000 * depletion_loss:.2f} mV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Born charge, given: 2.0 e
Plane density, given: 6.260e+14 cm^-2
Optical permittivity, given: 10.9
Plane displacement, given: 0.010 nm
e/eps0: 18.0951 V nm
Lattice constant from density: 0.5652 nm
Plane spacing: 0.1413 nm
Displacement / spacing: 7.08 %
Unscreened step: 2.2655 V
SCREENED STEP: 0.2078 V
Electron energy shift: 0.00764 hartree
-- quantum model of the stack (not GaAs) --
Model bare level offset, half: 3.50 eV
Model hopping: 1.50 eV
Model number of planes: 81
Model test displacement: 0.0005 nm
Model static cation charge: 0.5744 e
Model Born charge (Berry phase): 3.3110 e
Model permittivity (applied field): 4.3784
Model step, measured: 42.8349 mV
Model step, from the law: 42.8300 mV
Model step, static charge used: 7.4301 mV
Joint cation-anion motion, step ratio: 1.7e-10
Neighbours follow by 1/4, step ratio: 0.5000
Model nonlinearity at 0.01 nm: -1.84 %
-- neglected effects for the example --
Step if neighbours follow by 1/4: 0.1039 V
Gap states, rough: 5.0e+14 cm^-2 eV^-1
Gap-state decay length, rough: 0.30 nm
Gap-state screening strength K: 2.490
Depth 0.0 nm: fraction 0.180, step 0.0375 V
Depth 0.3 nm: fraction 0.315, step 0.0654 V
Depth 0.6 nm: fraction 0.541, step 0.1124 V
Depth 1.2 nm: fraction 0.862, step 0.1792 V
Doping, rough: 1.0e+17 cm^-3
Band bending, rough: 0.70 V
Static permittivity, rough: 12.9
Depletion width: 99.9 nm
Depletion-field change over 1 nm: 1.95 mV
ALL CHECKS PASSED
```
